# Why electronegative inductive discharges oscillate: slow negative ions and folded power balance: test program

```python
"""Relaxation oscillations of an electronegative inductive discharge.

Result under test: with electron density n (fast) and negative-ion density m (slow)
    dn/dt = P(n)/E_c - lam*n - kap*m,     dm/dt = nu_a*n - nu_d*m,
the single steady state is unstable exactly when
    dlnP/dlnn > (lam + nu_d)/(lam + kap*nu_a/nu_d),
and for slow negative ions the orbit is a relaxation cycle whose period is the
slow-branch integral plus Airy-type delays at the two folds.

Symbols: P absorbed power density; E_c energy spent per ionization; E_w energy
lost per electron-ion pair at the wall; E_a energy lost per attached electron;
nu_w, nu_a, nu_d wall-loss, attachment and detachment frequencies;
lam = (1+E_w/E_c)*nu_w + (1+E_a/E_c)*nu_a;  kap = (1+E_w/E_c)*nu_w - nu_d.
Internal units: density 1e-14 per cubic angstrom, time ms, energy eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import ai_zeros

UNIT = 1e-14                       # angstrom^-3 per internal density unit
E_c, E_w, E_a = 40.0, 20.0, 4.0    # eV
nu_w, nu_a, nu_d = 50.0, 0.75, 0.5  # 1/ms
P_i = 1.8e-10 / UNIT               # peak inductive power density
S_cap = 1.2e-11 / UNIT             # capacitive power density at n = 1, times n
n_i = 5.0                          # density of peak inductive coupling
omega = 2 * np.pi * 13.56e6        # rad/s
nu_m = 5e8                         # electron momentum-loss frequency, 1/s

# density at which conduction and displacement currents are equal
n_c_si = const.epsilon_0 * const.m_e * omega * nu_m / const.e**2
t_au = const.physical_constants["atomic unit of time"][0]
a0 = const.physical_constants["Bohr radius"][0]
n_c_au = (omega * t_au) * (nu_m * t_au) / (4 * np.pi)
assert abs(n_c_au / a0**3 / n_c_si - 1) < 1e-6
n_c = n_c_si * 1e-30 / UNIT

g = 1 + E_w / E_c
a = 1 + E_a / E_c
lam = g * nu_w + a * nu_a
kap = g * nu_w - nu_d
ratio = nu_a / nu_d


def power(n):
    return 2 * P_i * n_i * n / (n_i**2 + n**2) + S_cap * n / (n_c**2 + n**2)


def dpower(n):
    return (2 * P_i * n_i * (n_i**2 - n**2) / (n_i**2 + n**2)**2
            + S_cap * (n_c**2 - n**2) / (n_c**2 + n**2)**2)


def N(n):
    """Negative-ion density at which electrons of density n are in balance."""
    return (power(n) / E_c - lam * n) / kap


def dN(n):
    return (dpower(n) / E_c - lam) / kap


def slow_rate(n, m):
    return nu_a * n - nu_d * m


# ---- power laws against time-domain circuits (unit reactance and frequency)
def mean_loss(rhs, loss):
    t = np.linspace(0, 2 * np.pi, 2001)
    start = 40 * np.pi
    sol = solve_ivp(rhs, (0, start + 2 * np.pi), [0.0], t_eval=start + t,
                    rtol=1e-9, atol=1e-11)
    y = loss(sol.y[0])
    return np.mean(y[:-1])


circuit_error = 0.0
for x in (0.5, 1.0, 3.0):
    # plasma loop: inductance 1, resistance 1/x, mutual inductance 0.5
    loop = mean_loss(lambda t, y: [0.5 * np.sin(t) - y[0] / x],
                     lambda y: y**2 / x)
    # plasma bulk: capacitance 1 in parallel with resistance 1/x
    bulk = mean_loss(lambda t, y: [np.cos(t) - x * y[0]], lambda y: x * y**2)
    law = 0.5 * x / (1 + x**2)
    circuit_error = max(circuit_error, abs(loop / (0.25 * law) - 1),
                        abs(bulk / law - 1))
assert circuit_error < 1e-5


# ---- model built from the separate particle and energy balances
def make_rhs(drive=1.0, speed=1.0, att=nu_a, det=nu_d, rec=0.0, fixed_P=None):
    def rhs(t, y):
        n, m = y
        P = drive * power(n) if fixed_P is None else fixed_P
        plus = n + m
        ionization = (P - E_w * nu_w * plus - E_a * att * n) / E_c
        dn = ionization - att * n - nu_w * plus + det * m
        dm = att * n - det * m - rec * plus * m
        return [dn, speed * dm]
    return rhs


grid = np.geomspace(1e-4, 50, 4000)
assert np.all(np.diff(power(grid) / grid) < 0)
excess = power(grid) / (E_c * grid) - lam - kap * ratio
assert np.count_nonzero(np.diff(np.sign(excess))) == 1
n_s = brentq(lambda n: power(n) / (E_c * n) - lam - kap * ratio, 0.01, 50)
m_s = ratio * n_s
assert np.max(np.abs(make_rhs()(0, [n_s, m_s]))) < 1e-8


def jacobian(rhs, n, m):
    J = np.zeros((2, 2))
    for j, h in enumerate((1e-5 * n, 1e-5 * m)):
        up, dn = [n, m], [n, m]
        up[j] += h
        dn[j] -= h
        J[:, j] = (np.array(rhs(0, up)) - np.array(rhs(0, dn))) / (2 * h)
    return J


def growth(rhs, n, m):
    return np.max(np.linalg.eigvals(jacobian(rhs, n, m)).real)


def log_slope(n):
    return n * dpower(n) / power(n)


threshold = (lam + nu_d) / (lam + kap * ratio)
J = jacobian(make_rhs(), n_s, m_s)
det_formula = nu_d * (lam + kap * ratio) * (1 - log_slope(n_s))
assert abs(np.linalg.det(J) / det_formula - 1) < 1e-5
assert log_slope(n_s) > threshold and growth(make_rhs(), n_s, m_s) > 0


# ---- limits of the unstable range when the drive power is scaled
def drive_for(n):
    return E_c * n * (lam + kap * ratio) / power(n)


n_edge = [brentq(lambda n: log_slope(n) - threshold, lo, hi)
          for lo, hi in ((0.2, 1.2), (1.2, 4.9))]
q_edge = [drive_for(n) for n in n_edge]
for n_e, inward in zip(n_edge, (1.02, 0.98)):
    for factor, sign in ((inward, 1), (1 / inward, -1)):
        n = n_e * factor
        assert sign * growth(make_rhs(drive=drive_for(n)), n, ratio * n) > 0


# ---- time integration
def run(rhs, t_end, start=None, rtol=1e-8):
    start = [1.1 * n_s, m_s] if start is None else start

    def rising(t, y):
        return y[0] - n_s

    def falling(t, y):
        return y[0] - n_s
    rising.direction, falling.direction = 1, -1
    sol = solve_ivp(rhs, (0, t_end), start, method="LSODA", rtol=rtol,
                    atol=1e-10, events=(rising, falling))
    assert sol.success
    return sol


def swing(sol, part=0.6):
    late = sol.y[:, sol.t >= part * sol.t[-1]]
    return late.min(axis=1), late.max(axis=1)


def period(sol):
    up = sol.t_events[0]
    assert len(up) >= 3
    assert abs((up[-1] - up[-2]) / (up[-2] - up[-3]) - 1) < 1e-3
    return up[-1] - up[-2]


def is_steady(sol):
    low, high = swing(sol, 0.8)
    return high[0] / low[0] - 1 < 1e-3


cycle = run(make_rhs(), 30.0)
T = period(cycle)
low, high = swing(cycle)
ups, downs = cycle.t_events
T_high = downs[-1] - ups[ups < downs[-1]][-1]
assert high[0] / low[0] > 5

for q in (0.85 * q_edge[0], 1.15 * q_edge[1]):
    assert is_steady(run(make_rhs(drive=q), 60.0))
for q in (1.08 * q_edge[0], 0.95 * q_edge[1]):
    b, t = swing(run(make_rhs(drive=q), 60.0))
    assert t[0] / b[0] > 1.5

# ---- trapping rectangle around the unstable steady state
n_top = brentq(N, 4.0, 20.0) * 1.01
m_top = ratio * n_top
n_bottom = 0.03
edge_m = np.linspace(0, m_top, 50)
edge_n = np.linspace(n_bottom, n_top, 50)
f = make_rhs()
assert all(f(0, [n_bottom, m])[0] > 0 for m in edge_m)
assert all(f(0, [n_top, m])[0] < 0 for m in edge_m)
assert all(f(0, [n, 0.0])[1] > 0 for n in edge_n)
assert all(f(0, [n, m_top])[1] < 1e-9 for n in edge_n)

# ---- folds, landing points and the slow period
n_lo = brentq(dN, 0.1, 1.2)
n_up = brentq(dN, 1.2, 4.9)
m_lo, m_up = N(n_lo), N(n_up)
n_E = brentq(lambda n: N(n) - m_up, 0.02, n_lo)
n_H = brentq(lambda n: N(n) - m_lo, n_up, 20.0)
assert n_lo < n_s < n_up


def slow_time(n_from, n_to):
    return quad(lambda n: dN(n) / slow_rate(n, N(n)), n_from, n_to)[0]


T_E, T_H = slow_time(n_E, n_lo), slow_time(n_H, n_up)
T0 = T_E + T_H
airy = -ai_zeros(1)[0][0]
fold_delay, fold_extra = [], []
for n_f, n_l in ((n_lo, n_H), (n_up, n_E)):
    m_f = N(n_f)
    h = 1e-4 * n_f
    curvature = abs(dN(n_f + h) - dN(n_f - h)) / (2 * h)
    r_f, r_l = abs(slow_rate(n_f, m_f)), abs(slow_rate(n_l, m_f))
    delay = airy / (kap**2 * curvature * r_f / 2)**(1 / 3)
    fold_delay.append(delay)
    fold_extra.append(delay * (1 + r_f / r_l))
table = []
for s in (1.0, 0.1, 0.01):
    T_s = T if s == 1.0 else period(run(make_rhs(speed=s), 14 * T0 / s))
    lead = T0 / s
    full = lead + sum(fold_extra) * s**(-1 / 3)
    table.append((s, T_s, lead, full))
    assert abs(full - T_s) < abs(lead - T_s)
assert abs(table[0][3] / table[0][1] - 1) < 0.15
assert abs(table[2][3] / table[2][1] - 1) < 0.005

# ---- causes removed one at a time
m_mid = 0.5 * (m_lo + m_up)
ends = [run(make_rhs(speed=0.0), 5.0, [n0, m_mid]).y[0, -1] for n0 in (0.2, 5.0)]
roots = [brentq(lambda n: N(n) - m_mid, 0.02, n_lo),
         brentq(lambda n: N(n) - m_mid, n_up, 20.0)]
assert np.allclose(ends, roots, rtol=1e-4)
assert is_steady(run(make_rhs(att=0.0), 60.0))
assert is_steady(run(make_rhs(fixed_P=power(n_s)), 60.0))
speed_max = J[0, 0] / nu_d
assert growth(make_rhs(speed=0.95 * speed_max), n_s, m_s) > 0
assert growth(make_rhs(speed=1.05 * speed_max), n_s, m_s) < 0
assert is_steady(run(make_rhs(speed=2 * speed_max), 10.0))

# ---- half of the steady negative-ion loss moved to recombination
rec = 0.5 * nu_d / (n_s + m_s)
mixed = run(make_rhs(det=0.5 * nu_d, rec=rec), 60.0)
T_mixed = period(mixed)
b, t = swing(mixed)
assert t[0] / b[0] > 5

# ---- electron temperature restored as a third variable
nu_0, E_iz = 1e4, 12.0             # 1/ms and eV


def thermal_rhs(t, y):
    n, m, Te = y
    iz = nu_0 * np.exp(-E_iz / Te)
    dn = (iz - nu_a) * n - nu_w * (n + m) + nu_d * m
    heat = (power(n) - E_c * iz * n - E_w * nu_w * (n + m) - E_a * nu_a * n)
    return [dn, slow_rate(n, m), (heat / 1.5 - Te * dn) / n]


thermal = run(thermal_rhs, 30.0, [1.1 * n_s, m_s, 3.0])
T_thermal = period(thermal)
th_low, th_high = swing(thermal)
assert abs(T_thermal / T - 1) < 0.1


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


D, R = "A^-3", "1/ms"
print(f"E_c, E_w, E_a: {E_c:g}, {E_w:g}, {E_a:g} eV")
print(f"nu_w, nu_a, nu_d: {nu_w:g}, {nu_a:g}, {nu_d:g} 1/ms")
print(f"omega, nu_m: {omega/1e3:.4g}, {nu_m/1e3:.4g} 1/ms")
show("peak inductive power density P_i", P_i * UNIT, "eV A^-3 ms^-1")
show("capacitive power density at n=1e-14 A^-3", power(1.0) * UNIT
     - 2 * P_i * n_i / (n_i**2 + 1) * UNIT, "eV A^-3 ms^-1")
show("inductive coupling density n_i", n_i * UNIT, D)
show("displacement-current density n_c", n_c * UNIT, D)
print(f"g, a, r=nu_a/nu_d: {g:.4g}, {a:.4g}, {ratio:.4g}")
print(f"lambda, kappa: {lam:.5g}, {kap:.5g} 1/ms")
print(f"steady n, m: {n_s*UNIT:.4g}, {m_s*UNIT:.4g} A^-3")
show("log slope of P at steady state", log_slope(n_s))
show("log slope needed for instability", threshold)
show("trace of Jacobian", np.trace(J), R)
show("determinant of Jacobian", np.linalg.det(J), "1/ms^2")
show("largest growth rate", growth(make_rhs(), n_s, m_s), R)
print(f"unstable drive-power factors: {q_edge[0]:.4g} to {q_edge[1]:.4g}")
print(f"steady n at these limits: {n_edge[0]*UNIT:.4g}, {n_edge[1]*UNIT:.4g} A^-3")
print(f"lower fold n, m: {n_lo*UNIT:.4g}, {m_lo*UNIT:.4g} A^-3")
print(f"upper fold n, m: {n_up*UNIT:.4g}, {m_up*UNIT:.4g} A^-3")
show("landing n on capacitive branch", n_E * UNIT, D)
show("landing n on inductive branch", n_H * UNIT, D)
print(f"frozen m: {m_mid*UNIT:.4g} A^-3")
print(f"two stable n at frozen m: {ends[0]*UNIT:.4g}, {ends[1]*UNIT:.4g} A^-3")
print(f"trapping box n: {n_bottom*UNIT:.4g} to {n_top*UNIT:.4g} A^-3")
show("trapping box top m", m_top * UNIT, D)
print(f"cycle n range: {low[0]*UNIT:.4g} to {high[0]*UNIT:.4g} A^-3")
print(f"cycle m range: {low[1]*UNIT:.4g} to {high[1]*UNIT:.4g} A^-3")
show("ratio of largest to smallest n", high[0] / low[0])
show("cycle period", T, "ms")
show("time per cycle with n above steady value", T_high, "ms")
show("slow time, capacitive branch", T_E, "ms")
show("slow time, inductive branch", T_H, "ms")
print(f"fold delays t*, lower, upper: {fold_delay[0]:.4g}, {fold_delay[1]:.4g} ms")
print(f"period added, lower, upper: {fold_extra[0]:.4g}, {fold_extra[1]:.4g} ms")
for s, T_s, lead, full in table:
    print(f"ion speed x{s:g}: period {T_s:.5g}, slow {lead:.5g}, "
          f"with delays {full:.5g} ms")
show("ion speed factor that ends instability", speed_max)
show("recombination coefficient in mixed run", rec / UNIT, "A^3/ms")
show("period in mixed run", T_mixed, "ms")
print(f"ionization prefactor, energy: {nu_0:g} 1/ms, {E_iz:g} eV")
show("period with electron temperature", T_thermal, "ms")
print(f"electron temperature range: {th_low[2]:.4g} to {th_high[2]:.4g} eV")
show("cycle period in atomic units", T * 1e-3 / t_au, "a.u.")
to_au = UNIT * (a0 * 1e10)**3
print(f"cycle n range in atomic units: {low[0]*to_au:.4g} to "
      f"{high[0]*to_au:.4g} bohr^-3")
show("largest relative error of circuit power laws", circuit_error)
print("all good")
```

Printed output:

```
E_c, E_w, E_a: 40, 20, 4 eV
nu_w, nu_a, nu_d: 50, 0.75, 0.5 1/ms
omega, nu_m: 8.52e+04, 5e+05 1/ms
peak inductive power density P_i: 1.8e-10 eV A^-3 ms^-1
capacitive power density at n=1e-14 A^-3: 1.2e-11 eV A^-3 ms^-1
inductive coupling density n_i: 5e-14 A^-3
displacement-current density n_c: 1.339e-17 A^-3
g, a, r=nu_a/nu_d: 1.5, 1.1, 1.5
lambda, kappa: 75.825, 74.5 1/ms
steady n, m: 1.273e-14, 1.909e-14 A^-3
log slope of P at steady state: 0.6928
log slope needed for instability: 0.4069
trace of Jacobian: 53.63 1/ms
determinant of Jacobian: 28.81 1/ms^2
largest growth rate: 53.09 1/ms
unstable drive-power factors: 0.7583 to 1.413
steady n at these limits: 6.528e-15, 3.116e-14 A^-3
lower fold n, m: 5.542e-15, 1.485e-14 A^-3
upper fold n, m: 2.624e-14, 2.454e-14 A^-3
landing n on capacitive branch: 1.832e-15 A^-3
landing n on inductive branch: 4.534e-14 A^-3
frozen m: 1.969e-14 A^-3
two stable n at frozen m: 2.479e-15, 3.933e-14 A^-3
trapping box n: 3e-16 to 5.977e-14 A^-3
trapping box top m: 8.966e-14 A^-3
cycle n range: 1.75e-15 to 4.398e-14 A^-3
cycle m range: 1.447e-14 to 2.567e-14 A^-3
ratio of largest to smallest n: 25.14
cycle period: 2.329 ms
time per cycle with n above steady value: 0.7457 ms
slow time, capacitive branch: 1.332 ms
slow time, inductive branch: 0.5468 ms
fold delays t*, lower, upper: 0.1471, 0.2154 ms
period added, lower, upper: 0.1652, 0.362 ms
ion speed x1: period 2.3285, slow 1.8786, with delays 2.4058 ms
ion speed x0.1: period 19.814, slow 18.786, with delays 19.922 ms
ion speed x0.01: period 190.16, slow 187.86, with delays 190.3 ms
ion speed factor that ends instability: 108.3
recombination coefficient in mixed run: 7.858e+12 A^3/ms
period in mixed run: 2.951 ms
ionization prefactor, energy: 10000 1/ms, 12 eV
period with electron temperature: 2.354 ms
electron temperature range: 2.411 to 4.689 eV
cycle period in atomic units: 9.627e+13 a.u.
cycle n range in atomic units: 2.593e-16 to 6.517e-15 bohr^-3
largest relative error of circuit power laws: 1.046e-09
all good
```
